# Sheath voltage ratio inferred from the self-bias of an rf discharge

## Problem

A low-pressure discharge burns between a powered and a grounded electrode. A generator drives the powered electrode through a large blocking capacitor with the single-frequency voltage $V_0\cos\omega t$. In the periodic steady state the powered electrode has a dc self-bias $\eta=-0.6\,V_0$ relative to ground.

1. Neglect the voltage across the plasma bulk and the small voltage that remains across a collapsed sheath. Find the ratio of the maximum grounded sheath voltage to the maximum powered sheath voltage.
2. Give both maxima for $V_0=200$ V.
3. For an argon discharge at 13.56 MHz and 20 mTorr with an electron temperature of 3 eV, estimate how far the neglected voltages move the ratio.
4. Find what replaces the result when the waveform is not a single sinusoid, and apply it to a 5% second harmonic.

## Conventions

$V_0$ is the amplitude at the powered electrode, which is half the peak-to-peak voltage. The blocking capacitor is large enough that $\eta$ is constant during a cycle.

Both sheath voltages are counted as plasma potential minus electrode potential: $V_p(t)$ at the powered electrode and $V_g(t)$ at the grounded one. Both are positive here, because the plasma sits above each electrode and so holds back its electrons. The required ratio is

$$
\varepsilon=\frac{\max V_g}{\max V_p}.
$$

## Solution

### The voltage loop

Go from ground to the powered electrode through the plasma. The potential rises by $V_g$ on entering the plasma and falls by $V_p$ on leaving it. With no bulk drop, the potential $U$ of the powered electrode is therefore

$$
U(t)=V_0\cos\omega t+\eta=V_g(t)-V_p(t). \tag{1}
$$

This fixes the difference of the sheath voltages at each instant. To find each one separately, we need instants at which one of them is known.

### Why each sheath collapses

The blocking capacitor passes no dc current, so the conduction current to the powered electrode averages to zero over a cycle. The same current returns through the grounded electrode, where the average is therefore zero too. Positive ions arrive at each electrode with a nearly steady current $I_i$, and electrons must bring an equal average current.

For electrons with a Maxwellian distribution, the current that crosses a retarding voltage $V$ is $I_e e^{-V/T_e}$. Here $I_e$ is the current at $V=0$ and $T_e$ is the electron temperature expressed in volts. With angle brackets for the average over a cycle, the balance is

$$
\left\langle e^{-V/T_e}\right\rangle=\frac{I_i}{I_e}.
$$

An average cannot exceed the largest value of the averaged quantity, which here is $e^{-V_{\min}/T_e}$. Hence $e^{-V_{\min}/T_e}\ge I_i/I_e$, and taking logarithms gives

$$
V_{\min}\le T_e\ln\frac{I_e}{I_i}. \tag{2}
$$

The logarithm amounts to a few units, so each sheath voltage must fall to a few $T_e$ or less once per cycle. When $V_0$ is hundreds of volts and $T_e$ a few volts, this minimum is nearly zero on the scale of $V_0$. That is the meaning of "collapse".

### When each sheath collapses

Let $Q_p$ and $Q_g$ be the net positive charges in the two sheaths. Each grows with its own sheath voltage. The rf current that adds charge to one sheath removes it from the other, so $Q_p+Q_g$ changes only through the conduction currents. If these carry little charge per cycle compared with the charge stored in the sheaths, then

$$
Q_p(V_p)+Q_g(V_p+U)\approx\text{constant},
$$

where $V_g=V_p+U$ comes from (1). Suppose $U$ rises. If $V_p$ did not fall, the second term would grow and the first would not shrink, and the sum could not stay constant. So $V_p$ falls as $U$ rises. Then $Q_p$ falls, $Q_g$ rises, and $V_g$ rises with it.

The positive extreme of the applied voltage is thus the moment of smallest $V_p$ and largest $V_g$. The negative extreme is the moment of smallest $V_g$ and largest $V_p$. The argument needs sheath charges that increase with voltage, but no particular charge law and no relation between sheath voltage and electrode area. The condition on the conduction currents is met only roughly at the parameters of Part 3. Even so, in the circuit model used there, each sheath's maximum voltage exceeds its voltage at the corresponding extreme by less than 1% of $V_0$.

### Part 1: the ratio

At the positive extreme $\cos\omega t=1$ and $V_p\approx0$. Equation (1) becomes

$$
V_0+\eta=\max V_g. \tag{3}
$$

At the negative extreme $\cos\omega t=-1$ and $V_g\approx0$, so $-V_0+\eta=-\max V_p$. Multiplying by $-1$ gives

$$
V_0-\eta=\max V_p. \tag{4}
$$

Dividing (3) by (4),

$$
\boxed{\varepsilon=\frac{V_0+\eta}{V_0-\eta}} \tag{5}
$$

and with $\eta=-0.6\,V_0$,

$$
\varepsilon=\frac{(1-0.6)V_0}{(1+0.6)V_0}=\frac{0.4}{1.6}=0.25.
$$

To check signs and limits, solve (5) for the bias. Multiplying out gives $\varepsilon V_0-\varepsilon\eta=V_0+\eta$. Collecting the terms in $\eta$ gives $\eta(1+\varepsilon)=-(1-\varepsilon)V_0$, or

$$
\eta=-V_0\,\frac{1-\varepsilon}{1+\varepsilon}.
$$

Equal maxima, $\varepsilon=1$, give no bias. If the grounded sheath takes almost no voltage, $\varepsilon\to0$ and $\eta\to-V_0$: the powered electrode then barely reaches ground potential at the top of its swing. If the grounded sheath has the larger maximum, $\varepsilon>1$ and the bias is positive.

### Part 2: the two voltages

For $V_0=200$ V the bias is $\eta=-0.6\times200=-120$ V. Equations (3) and (4) give

$$
\max V_g=200-120=80\ \text{V},\qquad \max V_p=200+120=320\ \text{V}.
$$

The powered sheath reaches a voltage well above the rf amplitude, because at the negative extreme the bias adds to the rf voltage.

The ratio is sensitive to the bias reading. Differentiating (5) by the quotient rule,

$$
\frac{d\varepsilon}{d\eta}=\frac{(V_0-\eta)+(V_0+\eta)}{(V_0-\eta)^2}=\frac{2V_0}{(V_0-\eta)^2}=\frac{400}{320^2}\approx0.0039\ \text{V}^{-1}.
$$

An error of 5 V, which is 4% of the bias, shifts $\varepsilon$ by about 0.02, or 8% of its value. Formula (5) itself gives 0.231 at $-125$ V and 0.270 at $-115$ V.

### Part 3: the neglected voltages

Let $f_p$ be the residual voltage of the powered sheath at the positive extreme of the applied voltage, and $f_g$ that of the grounded sheath at the negative extreme. Let $V_b$ be the bulk drop, positive when the potential falls from the grounded side to the powered side, with values $b_1$ at the positive extreme and $b_2$ at the negative one. The loop now reads $U=V_g-V_b-V_p$. At the two extremes,

$$
V_0+\eta=\max V_g-b_1-f_p,\qquad -V_0+\eta=f_g-b_2-\max V_p.
$$

Solving each for its maximum and dividing,

$$
\varepsilon=\frac{V_0+\eta+f_p+b_1}{V_0-\eta+f_g-b_2}. \tag{6}
$$

**Residual sheath voltages.** These come from a numerical circuit model of the two sheaths. Each electrode receives a constant ion current and the electron current $I_ee^{-V/T_e}$. Each sheath stores the charge of a uniform ion density, proportional to electrode area times $\sqrt V$. The bias is adjusted until the powered electrode draws no dc current. The inputs are $V_0=200$ V, $T_e=3$ eV, a sheath-edge density of $10^{10}$ cm$^{-3}$, a powered area of 200 cm$^2$ and a grounded area twice as large. The result is $f_p=7.1$ V and $f_g=9.9$ V, or about 2.4 and 3.3 times $T_e$.

This model reactor settles at a bias of $-100$ V, not $-120$ V, so using its residual voltages in the exercise is an estimate. Without the bulk terms, (6) gives

$$
\varepsilon\approx\frac{80+7.1}{320+9.9}=0.264.
$$

The residual voltages do not cancel even if they are equal. Subtracting (5), written $\varepsilon_0$, from (6) without bulk terms and using a common denominator gives

$$
\varepsilon-\varepsilon_0=\frac{f_p-\varepsilon_0 f_g}{V_0-\eta+f_g}.
$$

For $f_p=f_g$ and $\varepsilon_0<1$ this is positive: the same few volts matter more to the smaller sheath voltage.

**Bulk drop.** Electrons of density $n$ with velocity $v$ and collision rate $\nu$ obey $m\,dv/dt=-eE-m\nu v$. Their current density is $j=-env$, so $v=-j/(en)$. Inserting this and solving for the field gives $E=(m/ne^2)(dj/dt+\nu j)$. For a bulk of length $L$ and area $A$ carrying a current $I$ towards the powered electrode,

$$
V_b=\frac{mL}{ne^2A}\left(\frac{dI}{dt}+\nu I\right).
$$

Close to the positive extreme the powered sheath stops losing positive charge and starts gaining it, and the current $I$ passes upwards through zero. The current is therefore small but rising at the extreme, and the inertial term makes $b_1$ positive. Close to the negative extreme the current passes downwards through zero, which makes $b_2$ negative.

With the current of the model reactor, $L=5$ cm, $A=200$ cm$^2$, a bulk density of $2\times10^{10}$ cm$^{-3}$ and $\nu=6.4\times10^7$ s$^{-1}$ (from a rough rate coefficient), the drops are $b_1\approx1.5$ V and $b_2\approx-0.6$ V. Their effect on the current is ignored here. If the bulk is allowed to act back on the current at a bias of $-120$ V, the drops become about 1.8 V and $-0.9$ V, while the ratio below changes by less than 0.001. The drops scale as $1/n$, and the bulk density of twice the edge value is only a rough choice. Equation (6) then gives

$$
\varepsilon\approx\frac{80+7.1+1.5}{320+9.9+0.6}=0.268,
$$

which is 7% above the ideal value of 0.25.

### Part 4: other waveforms

Let the rf voltage have zero mean, a maximum $V_{\max}>0$ and a minimum $V_{\min}<0$. The collapse argument is unchanged, but the extremes of $U$ are now $V_{\max}+\eta$ and $V_{\min}+\eta$. Repeating the steps to (5),

$$
\varepsilon=\frac{V_{\max}+\eta}{|V_{\min}|-\eta}. \tag{7}
$$

The single-frequency condition entered through $V_{\max}=|V_{\min}|=V_0$.

Add a second harmonic of 5%, in phase with the fundamental, while holding the fundamental at 200 V and the bias at $-120$ V. The extremes become 210 V and $-190$ V, and

$$
\varepsilon=\frac{210-120}{190+120}=0.290.
$$

With the sign of the harmonic reversed, the extremes are 190 V and $-210$ V, and $\varepsilon=70/330=0.212$. In these two phases a 5% second harmonic thus moves the inferred ratio by about 15%, up or down, which is more than the residual and bulk voltages do together. The phase matters: a harmonic proportional to $\sin2\omega t$ changes sign together with the fundamental when $\omega t$ is replaced by $\pi-\omega t$, so the two extremes stay equal in size and the ratio hardly changes.

A stronger case is $V_{\rm rf}=100\,\text{V}\,(\cos\omega t+\cos2\omega t)$ with equal electrode areas. With $c=\cos\omega t$ the bracket is $c+2c^2-1$. It is largest at $c=1$, where it equals 2, and smallest at $c=-1/4$, where it equals $-9/8$. The extremes are 200 V and $-112.5$ V. The circuit model with $T_e=0.5$ eV develops a bias of $-39.1$ V and an actual sheath ratio of 1.06. Equation (7) also gives 1.06, while (5) would give 0.67 with $V_0$ set to the 200 V peak, and 0.60 with $V_0$ set to half the peak-to-peak voltage, 156 V. Here the bias comes from the waveform, although the electrodes are equal.

## Does the inference hold when the bias is not prescribed?

In the circuit model the bias and the sheath maxima both emerge from the current balance, so (5) can fail. The table compares the ratio inferred from the bias with the actual ratio, for $V_0=200$ V and a single frequency. The first three rows use sheath charge proportional to $V^{1/2}$, the last uses $V^{1/3}$.

| Area ratio | $T_e$ (eV) | $\eta/V_0$ | Inferred | Actual |
|---|---|---|---|---|
| 2.0 | 3.0 | −0.502 | 0.332 | 0.345 |
| 2.0 | 0.5 | −0.559 | 0.283 | 0.285 |
| 1.3 | 0.5 | −0.236 | 0.618 | 0.619 |
| 1.5 | 0.5 | −0.442 | 0.387 | 0.389 |

At 3 eV the inferred ratio is 4% below the actual one. At 0.5 eV the difference is below 1% in all three cases, as expected if residual voltages of a few $T_e$ cause it.

The first row also shows why the ratio should not be read from the areas alone. If a collapsed sheath held no charge, equal total charge at the two extremes would require $A_g\sqrt{\max V_g}=A_p\sqrt{\max V_p}$, where $A_g$ and $A_p$ are the electrode areas. That means $\varepsilon=(A_p/A_g)^2=0.25$, yet the model gives 0.345. Its maxima are 106.9 V and 310.3 V. In units of $A_p$ times $\sqrt{\text{V}}$, the total charges at the positive and negative extremes are

$$
2\sqrt{106.9}+\sqrt{7.1}=23.3,\qquad \sqrt{310.3}+2\sqrt{9.9}=23.9.
$$

They agree within 3%, but only with the residual terms included. Exact equality with these residual voltages would give 0.364; the remaining 3% is charge moved by the conduction currents between the two extremes, and it brings the ratio down to 0.345. Under a square-root law, a collapsed sheath with 9.9 V across it still holds about a quarter of the total charge. The voltage loop is less affected, because there the residual voltages enter linearly.

The ratio in (5) refers to maxima. In the same model reactor the ratio of time-averaged sheath voltages is 0.31, not 0.345.

## Relation to a real reactor

The parameters are rough typical values for a capacitive argon discharge of the kind used in etching: 13.56 MHz, tens of mTorr, a few eV, about $10^{10}$ cm$^{-3}$ and a few hundred volts. In a real sheath the ion density falls towards the electrode, whereas the circuit model keeps it uniform. The model's powered sheath width of 1.9 mm at 320 V is therefore an underestimate for the same edge density. The model also omits secondary electrons. The ideal formula does not use the ion profile, but the residual voltages in Part 3 depend on the model. Real devices break the assumption of zero residual and bulk voltage, which moves 0.25 to about 0.27 in the estimate of Part 3. Nonlinear sheaths can also add harmonics to the electrode voltage, so the waveform should be measured at the electrode. If it is distorted, (7) replaces (5). The remaining computed values are in the numerical output below.

## Table of computed values

```
EXAMPLE INPUTS
rf amplitude V0 = 200 V, self-bias = -120 V
frequency = 13.56 MHz, pressure = 20 mTorr
gas temperature = 300 K, Te = 3.0 eV
sheath-edge density = 1.0e+10 cm^-3
bulk density = 2.0e+10 cm^-3
powered area = 200 cm2
bulk length = 5.0 cm
electron-argon momentum rate = 1.0e-07 cm3/s (rough)
IDEAL RESULT
maximum grounded sheath voltage = 80.0 V
maximum powered sheath voltage = 320.0 V
grounded/powered ratio = 0.2500
uniform-ion powered sheath width at maximum = 1.88 mm
CIRCUIT TESTS: area ratio, Te, charge-law m, bias/V0, inferred, actual
warm: 2.0, 3.0 eV, 2, -0.5017, 0.3318, 0.3446
cold: 2.0, 0.5 eV, 2, -0.5585, 0.2832, 0.2850
near-symmetric: 1.3, 0.5 eV, 2, -0.2363, 0.6177, 0.6190
other charge law: 1.5, 0.5 eV, 3, -0.4422, 0.3868, 0.3887
WARM MODEL REACTOR
self-bias = -100.3 V
maximum grounded sheath voltage = 106.9 V
maximum powered sheath voltage = 310.3 V
ratio of mean sheath voltages = 0.308
TWO-FREQUENCY TEST (equal areas, two amplitudes V0/2, Te 0.5 eV)
waveform maximum = 200.0 V
waveform minimum = -112.5 V
self-bias = -39.1 V, actual ratio = 1.058
general formula = 1.062, single-frequency = 0.673
NEGLECTED EFFECTS IN THE EXAMPLE
residual powered sheath drop = 7.1 V
residual grounded sheath drop = 9.9 V
ratio with residual drops = 0.2641
electron collision rate = 6.44e+07 s^-1
bulk drop at positive extreme b1 = 1.53 V
bulk drop at negative extreme b2 = -0.56 V
largest bulk drop in cycle = 1.66 V
ratio with residual and bulk drops = 0.2682
5% second harmonic: extremes = 210.0, -190.0 V
ratio with 5% second harmonic = 0.2903
ratio if bias is -125 V = 0.2308
ratio if bias is -115 V = 0.2698
```
